# Why Thomas-Fermi Theory Cannot Bind a Neutral Diatomic Molecule: a program that tests the result

```python
"""Teller's no-binding result in pure Thomas-Fermi (TF) theory.

Claim: V(R) = E_AB(R) - E_A - E_B is positive for a neutral diatomic.
The proof rests on max(phi_A, phi_B) <= phi_AB <= phi_A + phi_B, where phi is
the total electrostatic potential, and on charging nucleus B from 0 to Z_B.
n is electron density, R nuclear distance, w = phi_AB - phi_A - phi_B.
Atomic units are used internally. The molecular equation is solved in prolate
spheroidal coordinates (mu, nu), with A at nu=pi and B at nu=0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicHermiteSpline
from scipy.sparse import diags, kron
from scipy.sparse.linalg import spsolve
from pyscf import gto, dft, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
LENGTH = 0.5 * (3 * np.pi / 4) ** (2 / 3)
SOURCE = 8 * np.sqrt(2) / (3 * np.pi)
R_MAX = 80.0


def density(phi):
    return (2 * phi) ** 1.5 / (3 * np.pi**2)


def kinetic(n):
    return 0.3 * (3 * np.pi**2) ** (2 / 3) * n ** (5 / 3)


def screening_table():
    """Integrate the atomic TF equation inward, then rescale to chi(0)=1."""
    sigma = (np.sqrt(73) - 7) / 2
    eps = 1e-4

    def slope(t, y):
        log_chi, q = y
        return [q, q - q * q + np.exp(1.5 * t + 0.5 * log_chi)]

    start = [np.log(144 * (1 - eps)), -3 + sigma * eps / (1 - eps)]
    t = np.linspace(0, -40, 2001)
    sol = solve_ivp(slope, (0, -40), start, method="DOP853", t_eval=t,
                    rtol=1e-10, atol=1e-14)
    assert sol.success
    log_zero = sol.y[0, -1] - sol.y[1, -1]
    log_x = t + log_zero / 3
    return CubicHermiteSpline(log_x[::-1], (sol.y[0] - log_zero)[::-1],
                              sol.y[1][::-1])


LOG_CHI = screening_table()


def atom_phi(r, charge):
    x = r * charge ** (1 / 3) / LENGTH
    return charge / r * np.exp(LOG_CHI(np.log(x)))


def flux_matrix(face_weight, h):
    """Conservative second difference; zero value at the last face."""
    main = -(face_weight[:-1] + face_weight[1:]) / h**2
    main[-1] -= face_weight[-1] / h**2
    off = face_weight[1:-1] / h**2
    return diags([off, main, off], [-1, 0, 1])


def solve_grid(R, ZA, ZB, n_mu, n_nu, pointwise):
    h_mu = np.arccosh(2 * R_MAX / R) / n_mu
    h_nu = np.pi / n_nu
    mu = (np.arange(n_mu) + 0.5) * h_mu
    nu = (np.arange(n_nu) + 0.5) * h_nu
    ch, sh = np.cosh(mu), np.sinh(mu)
    rA = R / 2 * (ch[:, None] + np.cos(nu))
    rB = R / 2 * (ch[:, None] - np.cos(nu))
    phiA, phiB = atom_phi(rA, ZA), atom_phi(rB, ZB)
    both = phiA + phiB
    weight = sh[:, None] * np.sin(nu) * rA * rB
    lap = (kron(flux_matrix(np.sinh(h_mu * np.arange(n_mu + 1)), h_mu),
                diags(np.sin(nu)))
           + kron(diags(sh),
                  flux_matrix(np.sin(h_nu * np.arange(n_nu + 1)), h_nu)))
    lap = lap.tocsc()
    w = np.zeros_like(both)
    for _ in range(40):
        phi = np.maximum(both + w, 0)
        rhs = SOURCE * weight * (phi**1.5 - phiA**1.5 - phiB**1.5)
        residual = lap @ w.ravel() - rhs.ravel()
        jac = lap - diags((1.5 * SOURCE * weight * np.sqrt(phi)).ravel())
        step = spsolve(jac.tocsc(), -residual, permc_spec="MMD_AT_PLUS_A")
        w += step.reshape(w.shape)
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    phi = both + w
    assert phi.min() > 0
    if pointwise:
        # Farther out all TF tails merge and differ by less than grid error.
        near = (rA < 15) & (rB < 15)
        assert np.all(phi[near] > phiA[near])
        assert np.all(phi[near] > phiB[near])
        assert np.max(w) < 1e-9
    nA, nB, n = density(phiA), density(phiB), density(phi)
    delta = n - nA - nB
    vol = 2 * np.pi * R / 2 * weight * h_mu * h_nu
    t_atoms = kinetic(nA) + kinetic(nB)
    point = ZB * atom_phi(R, ZA)
    relaxed = point + np.sum(vol * (kinetic(n) - t_atoms - nB * phiA
                                    - delta * both - 0.5 * delta * w))
    frozen = point + np.sum(vol * (kinetic(nA + nB) - t_atoms - nB * phiA))
    w_at_B = (9 * w[0, 0] - w[1, 1]) / 8
    excess = atom_phi(R, ZA) + w_at_B
    cx = 0.75 * (3 / np.pi) ** (1 / 3)
    exchange = -cx * np.sum(vol * (n**(4 / 3) - nA**(4 / 3) - nB**(4 / 3)))
    # Midplane stresses; these are the whole force only for equal nuclei.
    m = n_nu // 2
    w_mid = (9 * (w[:, m] + w[:, m - 1]) - w[:, m + 1] - w[:, m - 2]) / 16
    r_mid = R / 2 * ch
    phi_mid = atom_phi(r_mid, ZA) + atom_phi(r_mid, ZB) + w_mid
    field = np.gradient(phi_mid, mu, edge_order=2) / r_mid
    area = 2 * np.pi * (R / 2 * sh) * r_mid * h_mu
    f_pressure = np.sum(area * 0.4 * density(phi_mid) * phi_mid)
    f_field = np.sum(area * field**2 / (8 * np.pi))
    w_center = (9 * w_mid[0] - w_mid[1]) / 8
    phi_center = atom_phi(R / 2, ZA) + atom_phi(R / 2, ZB) + w_center
    return np.array([relaxed, frozen, excess, exchange,
                     f_pressure, f_field, phi_center])


def solve_pair(R, ZA, ZB, pointwise=True):
    """Two grids with spacing ratio 1.5 remove the leading h^2 error."""
    coarse = solve_grid(R, ZA, ZB, 80, 40, pointwise)
    fine = solve_grid(R, ZA, ZB, 120, 60, pointwise)
    return fine + (fine - coarse) / (1.5**2 - 1)


def pbe_energy(geometry, spin):
    mol = gto.M(atom=geometry, basis="def2-tzvp", spin=spin, verbose=0)
    mf = dft.UKS(mol) if spin else dft.RKS(mol)
    mf.xc = "PBE"
    mf.grids.level = 2
    mf.kernel()
    if not mf.converged:
        second = mf.newton()
        second.kernel(mf.mo_coeff, mf.mo_occ)
        mf = second
    assert mf.converged
    return mf.e_tot


Z = 6.0
# Atomic energy: direct functional versus the nuclear-charging formula.
log_x = LOG_CHI.x
r = np.exp(log_x) * LENGTH / Z ** (1 / 3)
phi_r = atom_phi(r, Z)
n_r = density(phi_r)
electrons = np.trapezoid(4 * np.pi * r**3 * n_r, log_x) if hasattr(
    np, "trapezoid") else np.trapz(4 * np.pi * r**3 * n_r, log_x)
integrand = 4 * np.pi * r**3 * n_r * (0.1 * phi_r - 0.5 * Z / r)
E_direct = np.sum((integrand[1:] + integrand[:-1]) * np.diff(log_x)) / 2
x_small = 1e-4
chi_slope = (LOG_CHI(np.log(x_small), 1) * np.exp(LOG_CHI(np.log(x_small)))
             / x_small)
B0 = -chi_slope + 2 * np.sqrt(x_small)
E_charge = -3 / 7 * B0 * Z ** (7 / 3) / LENGTH
assert abs(electrons - Z) < 1e-4
assert abs(E_direct / E_charge - 1) < 2e-4

distances = np.array([0.25, 0.50, 1.25, 2.50])
table = np.array([solve_pair(d / BOHR, Z, Z) for d in distances])
V, frozen = table[:, 0], table[:, 1]
bound = Z * atom_phi(distances / BOHR, Z)
assert np.all(V > 0) and np.all(np.diff(V) < 0)
assert np.all(V < frozen) and np.all(V < bound)

# Build nucleus B gradually: lambda=s^3 smooths the small-charge end.
R = distances[2] / BOHR
nodes, weights = np.polynomial.legendre.leggauss(6)
s = (nodes + 1) / 2
charging = 0.0
path = []
for s_i, weight_i in zip(s, weights / 2):
    lam = s_i**3
    result = solve_pair(R, Z, lam * Z, pointwise=lam > 0.5)
    assert result[2] > 0
    if lam > 0.1:
        assert result[0] > 0
    charging += weight_i * 3 * s_i**2 * Z * result[2]
    path.append((lam, result[2]))
assert abs(charging / V[2] - 1) < 0.01

# Midplane stress against the slope of the independently computed energy.
dR = 0.05
V_plus = solve_pair(R + dR, Z, Z)[0]
V_minus = solve_pair(R - dR, Z, Z)[0]
force_slope = -(V_plus - V_minus) / (2 * dR)
force_stress = table[2, 4] + table[2, 5]
assert force_stress > 0
assert abs(force_stress / force_slope - 1) < 0.01

E_atom = pbe_energy("C 0 0 0", 2)
pbe = [pbe_energy(f"C 0 0 0; C 0 0 {d}", 0) - 2 * E_atom
       for d in distances[1:3]]
assert pbe[1] < 0 < V[2]

print(f"Nuclear charge of each carbon: {Z:.0f} e")
print(f"TF atomic initial slope B0: {B0:.5f} (dimensionless)")
print(f"TF electrons in one atom: {electrons:.5f}")
print(f"TF atom energy, functional: {E_direct * EV:.2f} eV")
print(f"TF atom energy, charging formula: {E_charge * EV:.2f} eV")
print("C-C TF energies relative to two TF atoms:")
print("R/angstrom  frozen/eV  relaxed/eV  upper bound/eV  lab energy/eV")
for d, f, v, b in zip(distances, frozen, V, bound):
    print(f"{d:5.2f} {f*EV:12.3f} {v*EV:12.3f} {b*EV:12.3f} {2*v*EV:12.3f}")
print("The following TF values are at R = 1.25 angstrom:")
print(f"Relaxation energy gain: {(frozen[2] - V[2]) * EV:.3f} eV")
print(f"Relaxed V in atomic units: {V[2]:.5f} hartree")
print(f"V from charging integral: {charging * EV:.3f} eV")
print(f"phi_A at bond centre: {atom_phi(R / 2, Z) * EV:.3f} V")
print(f"phi_AB at bond centre: {table[2, 6] * EV:.3f} V")
print(f"phi_A+phi_B at bond centre: {2 * atom_phi(R / 2, Z) * EV:.3f} V")
print(f"phi_A at nucleus B: {atom_phi(R, Z) * EV:.3f} V")
print(f"phi_AB-phi_B at nucleus B: {table[2, 2] * EV:.3f} V")
print("Charging path: lambda, potential excess at B/V")
for lam, excess in path:
    print(f"{lam:9.6f} {excess * EV:9.4f}")
print(f"Midplane electron-pressure force: {table[2,4]*EV/BOHR:.3f} eV/angstrom")
print(f"Midplane field-stress force: {table[2,5]*EV/BOHR:.3f} eV/angstrom")
print(f"Total midplane force: {force_stress*EV/BOHR:.3f} eV/angstrom")
print(f"Force from energy slope: {force_slope*EV/BOHR:.3f} eV/angstrom")
print(f"First-order exchange change: {table[2, 3] * EV:.3f} eV")
print("PBE/def2-TZVP, closed-shell C2 minus two triplet C atoms:")
for d, e, v in zip(distances[1:3], pbe, V[1:3]):
    print(f"R={d:.2f} angstrom: PBE {e*EV:.3f} eV, TF-PBE {(v-e)*EV:.3f} eV")
print("PASS")
```

It prints:

```
Nuclear charge of each carbon: 6 e
TF atomic initial slope B0: 1.58807 (dimensionless)
TF electrons in one atom: 6.00000
TF atom energy, functional: -1368.41 eV
TF atom energy, charging formula: -1368.42 eV
C-C TF energies relative to two TF atoms:
R/angstrom  frozen/eV  relaxed/eV  upper bound/eV  lab energy/eV
 0.25      727.085      703.020      896.716     1406.040
 0.50      175.849      168.830      259.553      337.660
 1.25       14.550       13.915       34.214       27.829
 2.50        1.222        1.169        5.343        2.338
The following TF values are at R = 1.25 angstrom:
Relaxation energy gain: 0.636 eV
Relaxed V in atomic units: 0.51135 hartree
V from charging integral: 13.915 eV
phi_A at bond centre: 27.585 V
phi_AB at bond centre: 49.318 V
phi_A+phi_B at bond centre: 55.170 V
phi_A at nucleus B: 5.702 V
phi_AB-phi_B at nucleus B: 1.476 V
Charging path: lambda, potential excess at B/V
 0.000038    5.6974
 0.004861    5.3482
 0.055172    4.0509
 0.237533    2.7211
 0.573038    1.9210
 0.902086    1.5533
Midplane electron-pressure force: 19.914 eV/angstrom
Midplane field-stress force: 15.514 eV/angstrom
Total midplane force: 35.428 eV/angstrom
Force from energy slope: 35.474 eV/angstrom
First-order exchange change: -8.104 eV
PBE/def2-TZVP, closed-shell C2 minus two triplet C atoms:
R=0.50 angstrom: PBE 117.270 eV, TF-PBE 51.560 eV
R=1.25 angstrom: PBE -6.246 eV, TF-PBE 20.160 eV
PASS
```
